# Does a Diverging Power and Temperature Iteration Prove Thermal Runaway?

**Q.** I am simulating a small ceramic PTC heater, a resistor whose resistance climbs steeply with temperature, mounted beside a chip to keep it warm. I compute the power at the present temperature, then the temperature that this power would sustain, and repeat. Starting from ambient I get 300, 660, 300, 660 K. There is no convergence, and one of the values would destroy the part. I conclude that the heater runs away.

**A.** What is the model behind the two updates?

**Q.** One temperature $T$, a thermal resistance $R_{th}=50$ K/W to an ambient at $T_a=300$ K, and a heat capacity $C=0.2$ J/K, which my loop never uses. The supply holds $V=12$ V. The resistance is

$$R(T)=R_c\left[1+e^{\alpha(T-T_s)}\right],$$

with $R_c=20$ ohm, $\alpha=0.15$ /K and $T_s=390$ K. The power is $P(T)=V^2/R(T)$, and the loop is

$$T_{n+1}=F(T_n),\qquad F(T)=T_a+R_{th}P(T).$$

**A.** The heat capacity you left out makes the temperature change gradually instead of jumping. Its energy balance is

$$C\frac{dT}{dt}=P(T)-\frac{T-T_a}{R_{th}}.$$

This assumes that the power follows the temperature without delay. Multiply by $R_{th}$ and write $\tau=R_{th}C=10$ s:

$$\tau\frac{dT}{dt}=F(T)-T.$$

A steady state $T^*$ satisfies $F(T^*)=T^*$, so the heater and your loop have the same steady states. Whether they approach one is a separate question for each. Put $T=T^*+x$ with small $x$, and define the loop gain

$$g=F'(T^*)=R_{th}P'(T^*).$$

To first order $F(T^*+x)=T^*+gx$. Inserting this in the two equations gives

$$\text{heater: }\ \tau\frac{dx}{dt}=gx-x=-(1-g)x,\qquad\text{loop: }\ x_{n+1}=g\,x_n.$$

The heater's disturbance varies as $e^{-(1-g)t/\tau}$ and decays if $g<1$. The loop's error shrinks if $|g|<1$. The two conditions disagree for $g<-1$: there the loop leaves a steady state to which the heater returns.

**Q.** Is my heater in that range?

**A.** The balance $P(T)=(T-T_a)/R_{th}$ has the solution $T^*=396.68$ K. There $e^{\alpha(T^*-T_s)}=e^{0.15\times6.68}=2.7237$, the resistance is $20\times3.7237=74.47$ ohm, and the power is $144/74.47=1.934$ W. This power sustains a rise of $50\times1.934=96.7$ K, as required.

For the gain, let $a=d\ln R/dT$. Differentiating the resistance law gives

$$a=\alpha\,\frac{e^{\alpha(T^*-T_s)}}{1+e^{\alpha(T^*-T_s)}}=0.15\times\frac{2.72}{3.72}=0.110\ \text{/K}.$$

Since $P=V^2/R$ at fixed $V$, $P'=-aP$. With $R_{th}P=T^*-T_a$,

$$g=-a\,(T^*-T_a)=-0.1097\times96.68=-10.6.$$

The heater's disturbance decays at the rate $(1-g)/\tau=11.6/10=1.16$ /s, a time constant of 0.86 s instead of 10 s. The feedback that breaks your loop makes the heater settle faster. Integrating the full energy balance from 300 K brings it within 1 K of the steady state after 4.8 s, without overshoot.

**Q.** Then why does the loop report 660 K?

**A.** Start it 0.01 K above the steady state. It gives

396.690, 396.574, 397.809, 385.183, 542.340, 300.000, 660.000 K.

The first errors are about $+0.01$, $-0.11$, $+1.13$ and $-11.5$ K: each is roughly $-10$ times the one before. Then the nonlinearity takes over. At 300 K the heater draws 7.2 W, and your update asks where that power would lead if it never changed: $300+50\times7.2=660$ K. At 660 K the resistance law makes the power negligible, so the next answer is 300 K. The iterates do not grow without limit. They settle into a two-value cycle.

**Q.** Your stability argument is linear. My iterates make jumps of 360 K. Could the real trajectory do something similar if it started far away?

**A.** Not in this model. Here $P$ is continuous, positive and decreasing, so $F(T)-T$ decreases strictly. It is positive at $T_a$, because $F(T_a)-T_a=R_{th}P(T_a)>0$. It is negative at any temperature above $F(T_a)$, because there $F(T)\le F(T_a)<T$. It therefore has exactly one zero, $T^*$. The equation $\tau\,dT/dt=F(T)-T$ then says that $T$ rises whenever it is below $T^*$ and falls whenever it is above. It cannot cross $T^*$, where the rate vanishes. The approach is monotonic from either side, however large $|g|$ may be.

**Q.** So what does my loop describe, if not the heater?

**A.** A heater whose power is refreshed too rarely. Suppose the power is computed at $T_n$ and held for a time $h$. During the hold $F(T_n)$ is a constant, and $\tau\,dT/dt=F(T_n)-T$ has the solution

$$T(h)=F(T_n)+\left[T_n-F(T_n)\right]e^{-h/\tau}.$$

With $w=1-e^{-h/\tau}$ this becomes

$$T_{n+1}=(1-w)\,T_n+w\,F(T_n).$$

Your loop is the case $w=1$, reached as $h\to\infty$: the power waits for complete thermal settling before it responds.

The same formula is the cure. Linearized, it gives

$$x_{n+1}=\left[1-w(1-g)\right]x_n.$$

For $g<1$ and $w>0$ the bracket is below $+1$. It is above $-1$ if $w(1-g)<2$, so local convergence requires

$$0<w<\frac{2}{1-g}=\frac{2}{11.6}=0.172.$$

**Q.** That is again a local condition, and I start at ambient.

**A.** Then use the steepest slope of $F$ anywhere. With $b=e^{\alpha(T-T_s)}$,

$$F'(T)=-\frac{R_{th}V^2}{R_c}\,\frac{\alpha b}{(1+b)^2}.$$

Since $(1+b)^2-4b=(1-b)^2\ge0$, the fraction $b/(1+b)^2$ is at most $1/4$. Hence $F'$ lies between $-M$ and 0, with $M=360\times0.15/4=13.5$. The slope of the damped update, $1-w+wF'$, lies between $1-w(1+M)$ and $1-w$. For $0<w<2/(1+M)=0.138$ both limits are smaller than one in magnitude. Every update then shrinks the distance to $T^*$ by at least a fixed factor, from any start. With $w=0.1$ the sequence from ambient is

300.00, 336.00, 368.39, 396.20, 396.77, 396.67, 396.68 K.

**Q.** If the power really were held, by a slow digital controller for instance, would the oscillation be real?

**A.** Yes, and this limits the claim. Put $w=1-e^{-h/\tau}$ into the local condition:

$$e^{-h/\tau}>1-\frac{2}{1-g}=\frac{-1-g}{1-g}
\quad\Rightarrow\quad
h<h_c=\tau\ln\frac{1-g}{-1-g}.$$

For your numbers $h_c=10\ln(11.61/9.61)=1.89$ s. I started 0.01 K above the steady state and integrated the thermal equation through 80 holds. With holds of $0.9\,h_c$ the error fell to about $10^{-9}$ K. With holds of $1.1\,h_c$ it grew to about 7 K. A held response can thus destabilize a device with $g<-1$. Even that is a bounded oscillation here, since the held-power temperature stays between 300 and 660 K when it starts there. Not every slow response does this. If the power follows with a first-order lag $\tau_p$, the rates $s$ obey $\tau\tau_p s^2+(\tau+\tau_p)s+1-g=0$. For $g<1$ all coefficients are positive, so small disturbances still decay, though no longer monotonically: with $\tau_p=2$ s a start from ambient overshoots to 416 K before settling. This holds for a single lag only. Two lags of 5 s in series, or a dead time above about 1.6 s, make your steady state unstable.

**Q.** My loop has converged for metal heaters at fixed voltage. Was that luck?

**A.** Not if the resistance is linear in temperature. Take $R=R_0(1+a_0\theta)$ with $\theta=T-T_a$ and $a_0>0$. Then $P'=-Pa_0/(1+a_0\theta)$, and with $R_{th}P=\theta$ at the steady state,

$$g=-\frac{a_0\theta}{1+a_0\theta}.$$

For this linear law $g$ lies between $-1$ and 0 at any temperature rise. Near the steady state the errors alternate in sign but shrink. A resistance that curves upward loses the bound: with $R=R_0(1+a_0\theta+b_0\theta^2)$, $g<-1$ once $b_0\theta^2>1$, and the tabulated resistivity of iron gives $g\approx-1.1$ at 700 K for $T_a=300$ K and a constant $R_{th}$. If radiation carries a tenth of the heat loss there, the gain is back above $-1$, at $-0.97$. Your ceramic has an exponential law, and its gain has no such floor.

**Q.** When does divergence of the loop mean what I thought it meant?

**A.** When $F$ increases with temperature over the range visited. Suppose $F(T_0)>T_0$. Then $T_1>T_0$, so $T_2=F(T_1)>F(T_0)=T_1$, and the iterates keep rising. They cannot jump over a steady state $T'$ above them, because $T_n<T'$ implies $F(T_n)<F(T')=T'$. The device also moves upward, since $\tau\,dT/dt=F(T)-T>0$, and it too is stopped by the next steady state. If there is none, both rise without limit in the model. Downward motion follows in the same way.

An example is a leaky device with $P=P_0e^{\beta(T-T_a)}$, $P_0=0.2$ W and $\beta=0.03$ /K, and with your thermal values. Here $P'=\beta P$, so $g=\beta(T^*-T_a)$. There are two steady states: 316.3 K with $g=0.49$, and 359.4 K with $g=1.78$. From 1 K above the upper one, the device reaches 500 K in 38 s, and the plain loop passes 500 K in 7 updates. From 1 K below it, both return to 316.3 K.

Your own heater can show true runaway too. Drive it with the constant current that gives the same steady state. Now $P=I^2R$, so $P'=+aP$ and $g=+10.6$. The magnitude is unchanged, but a disturbance grows at the rate $(g-1)/\tau=0.96$ /s. An upward disturbance runs away for as long as the source can hold the current of 0.161 A, which takes 293 V at 420 K. A source limited to 24 V turns into a fixed-voltage supply and stops the rise at 407 K. A downward one, or a start from ambient, ends at a second, stable state near 326 K. The sign of the feedback matters, and $|g|$ alone does not contain it.

**Q.** A chip has many blocks that heat one another. Does the argument survive?

**A.** It does if each block's power depends on its own temperature alone and does not rise with it. Let $\mathbf G$ be the thermal conductance matrix, symmetric and positive definite, $\mathbf C$ the diagonal matrix of heat capacities, and $\mathbf D$ the diagonal matrix of slopes $P_i'\le0$. Small disturbances obey

$$\mathbf C\,\dot{\mathbf x}=(\mathbf D-\mathbf G)\,\mathbf x.$$

With $\mathbf y=\mathbf C^{1/2}\mathbf x$ the matrix becomes $\mathbf C^{-1/2}(\mathbf D-\mathbf G)\mathbf C^{-1/2}$, which is symmetric and negative definite. All disturbances decay. The plain update solves $\mathbf G\mathbf x_{n+1}=\mathbf D\mathbf x_n$, and nothing keeps the eigenvalues of $\mathbf G^{-1}\mathbf D$ within $\pm1$. In 200 random four-block networks (arbitrary units: links between 0 and 1, conductances to ambient between 0.05 and 1, slopes between $-2$ and 0), all were physically stable and the plain update diverged in 193. That fraction reflects the chosen ranges and is no statistic of real chips. Blocks whose leakage power rises with temperature have $P_i'>0$ and fall outside this result, and such a network can be truly unstable.

**Q.** How much of this would hold for a real heater?

**A.** Your parameters are plausible round values for a small ceramic part, not data for a particular one. The assumption most clearly broken is that resistance depends on temperature alone: voltage also lowers the barriers at the grain boundaries. If all 12 V falls across 100 barriers in series, and each barrier resistance is reduced by the factor $u/\sinh u$ with $u=eV/(200\,k_BT)$, the steady state moves from 396.7 to 399.5 K and $g$ to $-11.0$. If $u$ contains only the voltage left after the drop across $R_c$, the result is 398.2 K and $-9.5$, and with 20 barriers instead of 100 it is 416.5 K and $-5.1$. With radiation the heat loss $Q(T)$ is no longer linear. The loop then solves $Q(T_{n+1})=P(T_n)$, and its gain is $g=P'/Q'$. Black-body radiation from both 64 mm² faces gives 396.2 K and $-10.1$. With radiation, the full 12 V on 100 barriers and a 200 kohm parallel leak, the result is 399.0 K and $P'/Q'=-10.4$. The value of $g$ depends on these modelling choices, but it stays below $-1$ in every case listed, so the conclusion stands.

The resistance law itself fails at high temperature, where the resistance of a real part passes a maximum and then falls. The 660 K iterate lies outside the law's range, and a part driven hot enough by other means could truly run away. At 12 V and 660 K the loss is 7.2 W, so heating would continue from there only if the resistance had fallen below its cold value of 20 ohm. The proof of a single steady state covers the stated law, not that region. The law also misses the cold side, where the resistance of a real part usually falls to a minimum before the steep rise. There $P$ increases with $T$, so the proof and the bound $w<0.138$ do not carry over as stated. Replacing the 1 in the law by $e^{B(1/T-1/T_a)}$ with $B=600$ K still gives one steady state, 397.5 K with $g=-12.1$, but the steepest slope of $F$ becomes $-20.7$.

**Q.** And the single temperature? Layers in series carry the same current, so a hotter layer receives more power. That looks like your constant-current case.

**A.** It is the same mechanism, and the block theorem does not cover it, because each layer's power depends on all the others. Layer $i$ receives $P_i=V^2R_i/(\sum_j R_j)^2$. For nearly equal layers,

$$\frac{\delta P_i}{P_i}=a\left(\delta T_i-2\,\overline{\delta T}\right),$$

where the bar is the average over layers. A uniform disturbance gives $-a\,\delta T$, the stabilizing feedback found above. A disturbance with zero average gives $+a\,\delta T_i$, which feeds itself at the rate $aP/C=1.06$ /s. Conduction opposes it. Take a thickness $L=1$ mm, a face area $A=64$ mm² and a conductivity $k=3$ W/(m K). Without heat loss at the faces, the slowest pattern that varies through the thickness is $\cos(\pi z/L)$, where $z$ is the depth. The heat capacity per volume is $C/(AL)$, so conduction smooths this pattern at the rate $k(\pi/L)^2AL/C=\pi^2kA/(LC)=9.5$ /s. A layer-by-layer calculation, linearized about a uniform temperature and with heat leaving through both faces, gives a net decay of 8.6 /s for that pattern. The nearly uniform one decays at 1.16 /s, as in the single-temperature model. Patterns across the face are smoothed far more slowly, at $9.5/64=0.15$ /s for a square 8 mm wide. Those regions lie in parallel at fixed voltage, however, so a hotter one receives less power, and the slowest such pattern decays at about $0.15+0.10+1.06=1.3$ /s, where 0.10 /s is $1/\tau$. This heater is stable in all three respects if the heat leaves evenly over the faces. A value of 50 K/W means 156 W/(m² K) on both faces, far more than still air provides, so a real part loses its heat through a mount. In a coarse two-dimensional model with contact over a quarter of one face, at an edge, the plate remains stable, but its temperature spreads over roughly 40 K and the slowest decay falls to about 0.2 /s. A single temperature then no longer describes it. A thicker or more heavily loaded heater would also need the comparison again.

**Q.** So for a loop that fails to converge, I should find the root of $F(T)-T$ by bracketing, and then look at the slope there.

**A.** Yes. With one temperature and prompt power, $g<1$ at that root means the steady state is stable against small disturbances. If $F$ is not decreasing everywhere, also look for other roots, since a large disturbance may carry the device past an unstable one.

## Numbers as computed

```
Voltage 12 V; cold resistance 20 ohm
alpha 0.15 1/K; switch temperature 390 K
Ambient 300 K; thermal resistance 50 K/W
Heat capacity 0.2 J/K; tau 10.0 s
Cold power 7.200 W
Steady temperature 396.680 K
Steady power 1.9336 W
Steady resistance 74.47 ohm
Log slope of resistance at steady state 0.10972 1/K
Loop gain: formula -10.6074, finite difference -10.6074
Measured update multiplier -10.6074
Decay rate: formula 1.1607, measured 1.1607 1/s
Time constant with feedback 0.8615 s
Warm-up from ambient to within 1 K: 4.77 s
Plain update from ambient (K): 300.00 660.00 300.00 660.00 300.00
Plain update from 0.01 K above steady state (K):
   396.690 396.574 397.809 385.183 542.340 300.000 660.000 300.000
Critical damping factor w, local: 0.1723
Steepest fall of F: 13.50; global bound on w: 0.1379
Damped update, w = 0.10, from ambient (K):
   300.00 336.00 368.39 396.20 396.77 396.67 396.68 396.68
Damped updates to stay within 0.01 K: 6
Critical power-hold time 1.891 s
Error after 80 holds at 0.9 critical time: 1.1e-09 K
Error after 80 holds at 1.1 critical time: 6.96 K
Leakage model: power at ambient 0.2 W, beta 0.03 1/K
Leakage lower state 316.31 K, gain 0.489
Leakage upper state 359.38 K, gain 1.781
Runaway from 1 K above upper state to 500 K: 37.9 s
Plain updates for the same runaway: 7
Random 4-block networks: 200, all physically stable
Networks whose plain update diverges: 193
Ceramic: thickness 1 mm, face area 64 mm2
Ceramic conductivity 3 W/(m K); barriers in series 100
With radiation: 396.17 K, gain -10.07
With barrier lowering: 399.50 K, gain -10.95
Parallel leak resistance 200 kohm
With parallel leak: 396.68 K, gain -10.61
With all three: 398.99 K, gain -10.37
Centre-to-face temperature difference 1.26 K
Layer model: slowest decay rate 1.1598 1/s
Layer model: first non-uniform decay rate 8.612 1/s
Layer conduction rate 9.475 1/s
Layer heating rate 1.061 1/s
```
